# Does a grain boundary with unequal channel counts rectify?: verification in Python

```python
# Result under test: a boundary between grains with N_L and N_R open channels
# has the same TOTAL transmission T in both directions (particle conservation),
# although T/N_L and T/N_R differ; the linear current therefore does not rectify.
# Model: simple cubic sites, one orbital each, hard-walled square wire along x.
# The crystal has one unique axis (hopping T_UNIQUE), along x in the left grain
# and along y in the right grain; all other hoppings are T_PLANE.
# Energies in eV, lengths in nm; T counts channels without spin.
# Lead waves go as lam**j over slices j; Gamma = velocity factor 2 t sin k.
import numpy as np
from scipy.constants import physical_constants, e, h, k as k_boltzmann
from scipy.special import expit

WIDTH, LAYERS, SPACING = 8, 3, 0.27
T_UNIQUE, T_PLANE, E_FERMI = 1.5, 1.0, -0.8
DISORDER = 1.0            # site energies uniform in [-DISORDER, DISORDER]
TEMPERATURE = 300.0
MEAN_FREE_PATH = 7.0      # rough value
CURRENT_DENSITY = 10.0    # MA/cm2, rough heavy load
FLUX = 0.1                # flux quanta h/e per lattice cell, field test only

N = WIDTH**2
T_LEFT, T_RIGHT = T_UNIQUE, T_PLANE
T_MID = np.sqrt(T_LEFT * T_RIGHT)
COUPLINGS = [T_LEFT] + [T_MID] * (LAYERS - 1) + [T_RIGHT]
KT = k_boltzmann * TEMPERATURE / e
G0 = physical_constants["conductance quantum"][0]
EYE = np.eye(N)


def slice_hamiltonian(t_y, t_z, onsite, flux=0.0):
    ham = np.diag(onsite).astype(complex)
    site = np.arange(N).reshape(WIDTH, WIDTH)
    for y in range(WIDTH):
        for z in range(WIDTH):
            if y + 1 < WIDTH:
                hop = -t_y * np.exp(2j * np.pi * flux * z)
                ham[site[y + 1, z], site[y, z]] = hop
                ham[site[y, z], site[y + 1, z]] = np.conj(hop)
            if z + 1 < WIDTH:
                ham[site[y, z + 1], site[y, z]] = -t_z
                ham[site[y, z], site[y, z + 1]] = -t_z
    return ham


# Transverse standing waves, shared by both grains, and their energies.
num = np.arange(1, WIDTH + 1)
wave = np.sqrt(2 / (WIDTH + 1)) * np.sin(np.pi * np.outer(num, num) / (WIDTH + 1))
MODES = np.kron(wave, wave)
cosine = np.cos(np.pi * num / (WIDTH + 1))
EPS_L = (-2 * T_PLANE * cosine[:, None] - 2 * T_PLANE * cosine[None, :]).ravel()
EPS_R = (-2 * T_UNIQUE * cosine[:, None] - 2 * T_PLANE * cosine[None, :]).ravel()


def boundary(seed, flux=0.0):
    """Disordered boundary slices, expressed in the transverse modes."""
    rng = np.random.default_rng(seed)
    t_y = (T_PLANE + T_UNIQUE) / 2
    return [MODES.T @ slice_hamiltonian(
        t_y, T_PLANE, rng.uniform(-DISORDER, DISORDER, N), flux) @ MODES
        for _ in range(LAYERS)]


def outgoing_factor(energy, eps, hop):
    """Factor per slice for waves that leave the boundary or decay from it."""
    x = (eps - energy) / (2 * hop)
    root = np.sqrt(np.abs(1 - x**2))
    return np.where(np.abs(x) < 1, x + 1j * root, x - np.sign(x) * root)


def scattering_matrix(energy, slices):
    """Direct matching of lead waves to the boundary, no Green functions."""
    lam_l = outgoing_factor(energy, EPS_L, T_LEFT)
    lam_r = outgoing_factor(energy, EPS_R, T_RIGHT)
    open_l = np.flatnonzero(lam_l.imag > 0)
    open_r = np.flatnonzero(lam_r.imag > 0)
    size = (LAYERS + 2) * N
    mat = np.zeros((size, size), complex)
    diagonal = ([np.diag(energy - EPS_L + T_LEFT * lam_l)]
                + [energy * EYE - s for s in slices]
                + [np.diag(energy - EPS_R + T_RIGHT * lam_r)])
    for i, block in enumerate(diagonal):
        mat[i*N:(i+1)*N, i*N:(i+1)*N] = block
    for i, hop in enumerate(COUPLINGS):
        mat[i*N:(i+1)*N, (i+1)*N:(i+2)*N] = hop * EYE
        mat[(i+1)*N:(i+2)*N, i*N:(i+1)*N] = hop * EYE
    n_l, n_r = len(open_l), len(open_r)
    rhs = np.zeros((size, n_l + n_r), complex)
    for col, n in enumerate(open_l):
        rhs[n, col] = -(energy - EPS_L[n] + T_LEFT / lam_l[n])
        rhs[N + n, col] = -T_LEFT
    for col, n in enumerate(open_r, start=n_l):
        rhs[(LAYERS + 1)*N + n, col] = -(energy - EPS_R[n] + T_RIGHT / lam_r[n])
        rhs[LAYERS*N + n, col] = -T_RIGHT
    sol = np.linalg.solve(mat, rhs)
    amplitude = np.vstack([sol[open_l], sol[(LAYERS + 1)*N + open_r]])
    speed = np.concatenate([2 * T_LEFT * lam_l[open_l].imag,
                            2 * T_RIGHT * lam_r[open_r].imag])
    return amplitude * np.sqrt(speed[:, None] / speed[None, :]), n_l, n_r


def terminal_matrix(energy, slices, probe_rate):
    """T[i, j]: from terminal j to i; terminals are left, right, probe."""
    size = LAYERS * N
    inverse = np.zeros((size, size), complex)
    for i, s in enumerate(slices):
        inverse[i*N:(i+1)*N, i*N:(i+1)*N] = (energy + 0.5j*probe_rate)*EYE - s
        if i + 1 < LAYERS:
            inverse[i*N:(i+1)*N, (i+1)*N:(i+2)*N] = T_MID * EYE
            inverse[(i+1)*N:(i+2)*N, i*N:(i+1)*N] = T_MID * EYE
    sig_l = -T_LEFT * outgoing_factor(energy, EPS_L, T_LEFT)
    sig_r = -T_RIGHT * outgoing_factor(energy, EPS_R, T_RIGHT)
    inverse[:N, :N] -= np.diag(sig_l)
    inverse[-N:, -N:] -= np.diag(sig_r)
    weight = np.abs(np.linalg.inv(inverse))**2
    rates = np.zeros((3, size))
    rates[0, :N] = -2 * sig_l.imag
    rates[1, -N:] = -2 * sig_r.imag
    rates[2] = probe_rate
    result = rates @ weight @ rates.T
    np.fill_diagonal(result, 0.0)
    return result


def with_floating_probe(tm):
    """Full linear coefficients left-to-right and right-to-left."""
    leave = tm[0, 2] + tm[1, 2]
    return (tm[1, 0] + tm[1, 2] * tm[2, 0] / leave,
            tm[0, 1] + tm[0, 2] * tm[2, 1] / leave)


def biased_transmission(energy, slices, bias):
    """Grain bands follow their reservoirs; the drop lies over the boundary."""
    sig_l = -T_LEFT * outgoing_factor(energy, EPS_L + bias / 2, T_LEFT)
    sig_r = -T_RIGHT * outgoing_factor(energy, EPS_R - bias / 2, T_RIGHT)
    through = None
    for j, s in enumerate(slices, start=1):
        inverse = (energy - bias * (0.5 - j / (LAYERS + 1))) * EYE - s
        if j == 1:
            inverse = inverse - np.diag(sig_l)
        else:
            inverse = inverse - T_MID**2 * green
        if j == LAYERS:
            inverse = inverse - np.diag(sig_r)
        green = np.linalg.inv(inverse)
        through = green if j == 1 else -T_MID * green @ through
    return (-2 * sig_r.imag) @ np.abs(through)**2 @ (-2 * sig_l.imag)


# Channel counts: compare open modes with band crossings of the Fermi energy.
k_grid = np.linspace(0, np.pi, 4001)
counts = []
for t_x, t_y, eps in ((T_LEFT, T_PLANE, EPS_L), (T_RIGHT, T_UNIQUE, EPS_R)):
    lead = slice_hamiltonian(t_y, T_PLANE, np.zeros(N))
    assert np.allclose(MODES.T @ lead @ MODES, np.diag(eps), atol=1e-10)
    bands = np.linalg.eigvalsh(lead)[:, None] - 2 * t_x * np.cos(k_grid)
    above = bands > E_FERMI
    counts.append(int(np.sum(above[:, 1:] != above[:, :-1])))

# Main example, without magnetic field.
slices = boundary(1)
S, N_L, N_R = scattering_matrix(E_FERMI, slices)
assert [N_L, N_R] == counts and N_L != N_R
prob = np.abs(S)**2
T_lr, T_rl = prob[N_L:, :N_L].sum(), prob[:N_L, N_L:].sum()
R_l, R_r = prob[:N_L, :N_L].sum(), prob[N_L:, N_L:].sum()
unitarity_error = np.max(np.abs(S.conj().T @ S - np.eye(N_L + N_R)))
assert unitarity_error < 1e-8
assert abs(T_lr - T_rl) < 1e-8 and T_lr <= min(N_L, N_R)
assert abs((R_l - R_r) - (N_L - N_R)) < 1e-8
assert abs(T_lr / N_L - T_rl / N_R) > 0.01
green_T = terminal_matrix(E_FERMI, slices, 0.0)
assert abs(green_T[1, 0] - T_lr) < 1e-7 and abs(green_T[0, 1] - T_rl) < 1e-7
assert abs(biased_transmission(E_FERMI, slices, 0.0) - T_lr) < 1e-7
reflection_eigs = np.linalg.svd(S[:N_L, :N_L], compute_uv=False)**2
fully_reflected = int(np.sum(np.abs(reflection_eigs - 1) < 1e-9))
assert fully_reflected >= N_L - N_R
assert np.max(np.abs(prob - prob.T)) < 1e-8

# Strong field: single probabilities lose reciprocity, the totals stay equal.
field_gap = 0.0
for seed in range(1, 6):
    S_b, n_l, n_r = scattering_matrix(E_FERMI, boundary(seed, FLUX))
    prob_b = np.abs(S_b)**2
    forward, backward = prob_b[n_l:, :n_l].sum(), prob_b[:n_l, n_l:].sum()
    field_gap = max(field_gap, abs(forward - backward))
    assert np.max(np.abs(prob_b - prob_b.T)) > 1e-3
    if seed == 1:
        T_field = forward
        nonreciprocal = np.max(np.abs(prob_b - prob_b.T))
assert field_gap < 1e-8
test_field = FLUX * h / e / (SPACING * 1e-9)**2

# Inelastic scattering through a floating probe on every boundary site.
probe_rate = 2 * T_UNIQUE * SPACING / MEAN_FREE_PATH
probe_zero = with_floating_probe(terminal_matrix(E_FERMI, slices, probe_rate))
tm = terminal_matrix(E_FERMI, boundary(1, FLUX), probe_rate)
assert np.allclose(tm.sum(axis=0), tm.sum(axis=1), atol=1e-7)
probe_field = with_floating_probe(tm)
assert abs(tm[1, 0] - tm[0, 1]) > 1e-6
assert abs(probe_field[0] - probe_field[1]) < 1e-7
assert abs(probe_zero[0] - probe_zero[1]) < 1e-7

# Boundary resistance (in units h/2e2) against a solved chain of mixed grains.
r_boundary = 1 / T_lr - (1 / N_L + 1 / N_R) / 2
n_bound = 5


def chain_current(channels):
    last = len(channels) - 1
    mat = np.zeros((2 * last + 2, 2 * last + 2))
    rhs = np.zeros(2 * last + 2)
    mat[0, 0], rhs[0] = 1.0, 1.0       # filled from the first reservoir
    mat[1, 2 * last + 1] = 1.0         # nothing from the last reservoir
    for g in range(last):
        a, b = channels[g], channels[g + 1]
        mat[2*g + 2, [2*g + 2, 2*g, 2*g + 3]] = [b, -T_lr, -(b - T_lr)]
        mat[2*g + 3, [2*g + 1, 2*g + 3, 2*g]] = [a, -T_lr, -(a - T_lr)]
    occ = np.linalg.solve(mat, rhs)
    return channels[0] * (occ[0] - occ[1])


grains = [N_L if g % 2 == 0 else N_R for g in range(n_bound + 1)]
chain_forward, chain_back = chain_current(grains), chain_current(grains[::-1])
predicted = 0.5 / grains[0] + 0.5 / grains[-1] + n_bound * r_boundary
assert abs(1 / chain_forward - predicted) < 1e-10
assert abs(chain_forward - chain_back) < 1e-10

# Current at 300 K and finite bias; steps align with the band shifts.
offsets = np.arange(-120, 121) * 0.0025
step = offsets[1] - offsets[0]
fermi = expit(-offsets / KT)
T_of_E = np.array([biased_transmission(E_FERMI + x, slices, 0.0) for x in offsets])
T_thermal = np.sum(T_of_E * fermi * (1 - fermi) / KT) * step


def current_integral(bias):
    trans = np.array([biased_transmission(E_FERMI + x, slices, bias)
                      for x in offsets])
    window = expit(-(offsets - bias/2)/KT) - expit(-(offsets + bias/2)/KT)
    return np.sum(trans * window) * step


J = {b: current_integral(b) for b in (0.01, -0.01, 0.02, -0.02)}
asym = {b: (J[b] + J[-b]) / (J[b] - J[-b]) for b in (0.01, 0.02)}
linear_T = (J[0.01] - J[-0.01]) / 0.02
assert abs(linear_T / T_thermal - 1) < 0.01
# Linear growth with bias shows that the asymmetry vanishes in linear response;
# the tolerance allows for the next power of bias and the energy grid.
assert abs(asym[0.02] / asym[0.01] - 2) < 0.5

area_nm2 = (WIDTH * SPACING)**2
load_current = CURRENT_DENSITY * 1e10 * area_nm2 * 1e-18
load_bias = load_current / (G0 * T_thermal)
load_asym = abs(asym[0.01]) * load_bias / 0.01

print(f"Site spacing: {SPACING:.2f} nm; wire width: {WIDTH*SPACING:.2f} nm")
print(f"Wire cross-section: {area_nm2:.3f} nm^2")
print(f"Boundary thickness ({LAYERS} layers): {LAYERS*SPACING:.2f} nm")
print(f"Hopping along unique axis: {T_UNIQUE:.2f} eV; across: {T_PLANE:.2f} eV")
print(f"Hopping along wire between boundary layers: {T_MID:.4f} eV")
print(f"Fermi energy from band centre: {E_FERMI:.2f} eV")
print(f"Boundary site energies: within +/- {DISORDER:.2f} eV")
print(f"Open channels, left grain N_L: {N_L}")
print(f"Open channels, right grain N_R: {N_R}")
print(f"Total transmission left to right: {T_lr:.6f}")
print(f"Total transmission right to left: {T_rl:.6f}")
print(f"Total reflection, left: {R_l:.6f}; right: {R_r:.6f}")
print(f"Average transmission per left channel: {T_lr/N_L:.4f}")
print(f"Average transmission per right channel: {T_rl/N_R:.4f}")
print(f"Ratio of averages, right over left: {(T_rl/N_R)/(T_lr/N_L):.4f}")
print(f"Upper bound on left average, N_R/N_L: {N_R/N_L:.4f}")
print(f"Fully reflected left combinations: {fully_reflected}")
print(f"Largest unitarity error: {unitarity_error:.1e}")
print(f"Conductance quantum 2e^2/h: {G0*1e6:.4f} uS")
print(f"Conductance at 0 K: {G0*T_lr*1e3:.4f} mS")
print(f"Two-terminal resistance at 0 K: {1/(G0*T_lr):.2f} ohm")
print(f"Boundary resistance without contact terms: {r_boundary/G0:.2f} ohm")
print(f"Boundary resistance times area: {r_boundary/G0*area_nm2*1e-14:.3e} ohm cm^2")
print(f"Chain of {n_bound} boundaries, resistance forward: {1/(G0*chain_forward):.2f} ohm")
print(f"Chain of {n_bound} boundaries, resistance backward: {1/(G0*chain_back):.2f} ohm")
print(f"Field test: flux per cell {FLUX:.2f} h/e, field {test_field:.0f} T")
print(f"Field test: total transmission {T_field:.6f}")
print(f"Field test: largest single-pair nonreciprocity {nonreciprocal:.4f}")
print(f"Field test: largest gap of totals, 5 boundaries {field_gap:.1e}")
print(f"Rough mean free path: {MEAN_FREE_PATH:.1f} nm; probe rate: {probe_rate:.4f} eV")
print(f"Probe, no field: full coefficient {probe_zero[0]:.4f}")
print(f"Probe, no field: change from elastic {100*(probe_zero[0]/T_lr-1):.2f} %")
print(f"Probe and field: direct left to right {tm[1,0]:.6f}")
print(f"Probe and field: direct right to left {tm[0,1]:.6f}")
print(f"Probe and field: full left to right {probe_field[0]:.6f}")
print(f"Probe and field: full right to left {probe_field[1]:.6f}")
print(f"Temperature: {TEMPERATURE:.0f} K; thermal energy: {KT*1e3:.2f} meV")
print(f"Thermally averaged transmission: {T_thermal:.4f}")
print(f"Conductance at 300 K: {G0*T_thermal*1e3:.4f} mS")
print(f"Thermal change of conductance: {100*(T_thermal/T_lr-1):.2f} %")
for b in (0.01, 0.02):
    print(f"Current at +{b*1e3:.0f} mV: {G0*J[b]*1e6:.5f} uA; "
          f"at -{b*1e3:.0f} mV: {G0*J[-b]*1e6:.5f} uA")
    print(f"Even over odd current at {b*1e3:.0f} mV: {100*asym[b]:.5f} %")
print(f"Rough heavy load: {CURRENT_DENSITY:.0f} MA/cm^2; current {load_current*1e6:.4f} uA")
print(f"Voltage across boundary and contacts at this load: {load_bias*1e3:.4f} mV")
print(f"Even over odd current at this load, magnitude: {100*load_asym:.2e} %")
print("all assertions hold")
```

Printed output:

```
Site spacing: 0.27 nm; wire width: 2.16 nm
Wire cross-section: 4.666 nm^2
Boundary thickness (3 layers): 0.81 nm
Hopping along unique axis: 1.50 eV; across: 1.00 eV
Hopping along wire between boundary layers: 1.2247 eV
Fermi energy from band centre: -0.80 eV
Boundary site energies: within +/- 1.00 eV
Open channels, left grain N_L: 54
Open channels, right grain N_R: 34
Total transmission left to right: 28.734519
Total transmission right to left: 28.734519
Total reflection, left: 25.265481; right: 5.265481
Average transmission per left channel: 0.5321
Average transmission per right channel: 0.8451
Ratio of averages, right over left: 1.5882
Upper bound on left average, N_R/N_L: 0.6296
Fully reflected left combinations: 20
Largest unitarity error: 2.2e-15
Conductance quantum 2e^2/h: 77.4809 uS
Conductance at 0 K: 2.2264 mS
Two-terminal resistance at 0 K: 449.16 ohm
Boundary resistance without contact terms: 139.86 ohm
Boundary resistance times area: 6.525e-12 ohm cm^2
Chain of 5 boundaries, resistance forward: 1008.59 ohm
Chain of 5 boundaries, resistance backward: 1008.59 ohm
Field test: flux per cell 0.10 h/e, field 5673 T
Field test: total transmission 16.153489
Field test: largest single-pair nonreciprocity 0.0763
Field test: largest gap of totals, 5 boundaries 3.6e-15
Rough mean free path: 7.0 nm; probe rate: 0.1157 eV
Probe, no field: full coefficient 27.5151
Probe, no field: change from elastic -4.24 %
Probe and field: direct left to right 12.904563
Probe and field: direct right to left 12.855152
Probe and field: full left to right 15.885207
Probe and field: full right to left 15.885207
Temperature: 300 K; thermal energy: 25.85 meV
Thermally averaged transmission: 28.6455
Conductance at 300 K: 2.2195 mS
Thermal change of conductance: -0.31 %
Current at +10 mV: 22.21364 uA; at -10 mV: -22.17453 uA
Even over odd current at 10 mV: 0.08812 %
Current at +20 mV: 44.46257 uA; at -20 mV: -44.30564 uA
Even over odd current at 20 mV: 0.17679 %
Rough heavy load: 10 MA/cm^2; current 0.4666 uA
Voltage across boundary and contacts at this load: 0.2102 mV
Even over odd current at this load, magnitude: 1.85e-03 %
all assertions hold
```
